\section*{Stiffness of a close-packed solid-on-solid step, part 2}

A step on a crystal surface resists bending through its stiffness $\tilde\beta(\theta)=\beta(\theta)+\frac{d^2\beta}{d\theta^2}$. Here $\beta$ is the step free energy per true length and $\theta$ the angle from the close-packed direction $y$. Energies are in eV, lengths in nm.

The edge $x(y)$ lies on a square lattice of spacing $a$. Between its $M$ columns it makes independent integer jumps $n$ costing $e|n|$; a column of straight edge costs $e_0$. This solid-on-solid model excludes overhangs, islands and vacancies. We write $u=e/kT$, $z=e^{-u}$.

A field $\eta$ weights jumps by $e^{\eta n}$. With $G(\eta)=\sum_n z^{|n|}e^{\eta n}$, the slope is $p=\tan\theta=d\ln G/d\eta$ and the jump variance is $V=d^2\ln G/d\eta^2$. The free energy per length of $y$ is $f(p)$, with $\tilde\beta(0)=f''(0)$.

The sums at $\eta=0$ are $G(0)=1+2z/(1-z)$ and $\sum_{n\ge1}n^2z^n=z(1+z)/(1-z)^3$, so $\langle n^2\rangle=2z/(1-z)^2$. Also $\beta(0)=e_0/a+(kT/a)\ln\tanh(u/2)$.

The boxed formula is
\begin{equation}
\boxed{\;\tilde\beta(0)=\frac{2kT}{a}\,\sinh^2\!\frac{e}{2kT}\;}
\label{eq:result}
\end{equation}
Its low- and high-temperature forms are $(kT/2a)e^{e/kT}$ and $e^2/(2akT)$. More generally,
\begin{equation}
\tilde\beta(\theta)=(1+p^2)^{3/2}\frac{kT}{aV},\qquad
\tilde\beta(0)=\frac{kT}{a\langle n^2\rangle}=\frac{2kT}{a}\sinh^2\frac{u}{2},
\label{eq:recall}
\end{equation}

With one end held, the wander over a length $y$ is
\begin{equation}
\langle\Delta x^2\rangle=a^2\,\frac{y}{a}\,\langle n^2\rangle=\frac{kT}{\tilde\beta(0)}\,y .
\label{eq:wander}
\end{equation}
With both ends pinned a distance $L$ apart, each half has variance $s^2=kTL/(2\tilde\beta)$, and the midpoint of a long step obeys
\begin{equation}
e^{-x^2/2s^2}\,e^{-x^2/2s^2}=e^{-x^2/s^2},\qquad
\langle x^2\rangle=\frac{s^2}{2}=\frac{kTL}{4\tilde\beta(0)} .
\label{eq:mid}
\end{equation}
with a correction of order $1/M$.

Numerical sums confirmed the stiffness from its angular definition, and the midpoint variance. For the silicon example below, using $\beta(0)$ as the stiffness would give a wrong wander of about 13 nm over 100 nm.

\subsection{What curvature does to step flow}

The stiffness also enters the exchange of atoms between a curved step and its terraces. Let the upper terrace fill the region below $x(y)$. If the edge is displaced by $\delta x(y)$ with its ends fixed, the free energy $\int f(x')\,dy$ changes by
\begin{equation}
\delta F=\int f'(x')\,\delta x'\,dy=-\int f''(x')\,x''\,\delta x\,dy ,
\end{equation}
by partial integration. Adding $\delta N$ surface cells of area $a^2$ to the upper terrace means $\int\delta x\,dy=a^2\delta N$. The excess chemical potential per cell at a place where the slope is small is thus
\begin{equation}
\Delta\mu=-a^2\tilde\beta(0)\,x''=\frac{a^2\tilde\beta(0)}{R},
\label{eq:gt}
\end{equation}
the last form being for the tip of a bulge of radius $R$, where $x''=-1/R$. Bulges of the upper terrace have the higher chemical potential and tend to lose atoms, which straightens the step.

\subsection{Worked example: parameters}

The example lies in the regime of single-layer steps on Si(001) at a vapour-deposition temperature of 900 K. This surface is covered with rows of paired atoms, and the row direction turns by $90^\circ$ from one terrace to the next. Two kinds of step therefore alternate. An $S_A$ step runs parallel to the rows of its upper terrace, an $S_B$ step perpendicular to them. A kink in one kind is a short piece of the other kind.

The natural unit along and across the step is two surface atom spacings, $a=0.77$ nm. For the $S_A$ step we take $e=0.18$ eV per kink unit and $e_0=0.05$ eV per cell of straight edge. For the $S_B$ step these two energies change places. All of them are rough values.

\subsection{Worked example: arithmetic}

At 900 K, $kT=0.07756$ eV. For the $S_A$ step
\begin{equation}
u=\frac{0.18}{0.07756}=2.321,\qquad z=0.0982,\qquad \sinh^2\frac{u}{2}=2.071,
\end{equation}
and $2kT/a=0.1551/0.77=0.2014$ eV/nm. Therefore
\begin{equation}
\tilde\beta(0)=0.2014\times2.071=0.417\ \text{eV/nm}\quad(67\ \text{pJ/m}).
\end{equation}
The mean square jump is $\langle n^2\rangle=1/(2\times2.071)=0.241$.

Over 100 nm, (\ref{eq:wander}) gives $\langle\Delta x^2\rangle=0.07756\times100/0.417=18.6$ nm$^2$, a root mean square wander of 4.3 nm. With both ends pinned 100 nm apart, the long-step result (\ref{eq:mid}) gives half as much for the midpoint, 2.2 nm. This length is only 130 columns, and the correction of order $1/M$ lowers the value to 2.1 nm.

The step free energy is $0.05/0.77-0.0198=0.045$ eV/nm. Put in place of the stiffness, it would give $\sqrt{7.756/0.045}\simeq13$ nm, the wrong value quoted at the outset. At the tip of a bulge with $R=100$ nm, (\ref{eq:gt}) gives $\Delta\mu=0.593\times0.417/100=0.0025$ eV per cell, about 3\% of $kT$.

Neither limiting formula is accurate here. The low-temperature form gives 0.513 eV/nm, 23\% above the full result, and the high-temperature form gives 0.271 eV/nm, 35\% below it. High jumps matter as well. If only $n=0,\pm1$ were allowed, the mean square jump would be $2z/(1+2z)=0.164$ and the stiffness 0.61 eV/nm, too high by 47\%.

With the energies held fixed, the solid-on-solid stiffness is 0.70 eV/nm at 700 K and 0.30 eV/nm at 1100 K; at the higher temperature overhangs reduce it strongly, as shown below. The kink energy matters more than its uncertainty might suggest: $e=0.15$ eV gives 0.25 eV/nm, and $e=0.21$ eV gives 0.66 eV/nm. A relative change of 17\% in $e$ moves the stiffness by about 40\% downwards or 60\% upwards.

For the $S_B$ step, with $e=0.05$ eV, the formula gives 0.022 eV/nm. With these inputs the neighbouring $S_A$ step is about 19 times stiffer, but the ratio depends strongly on the small $S_B$ kink energy: it is about 7 for 0.08 eV.

\subsection{Corner energy}

Suppose that each kink, whatever its height, costs an additional energy $E_c$ for its corners. Every weight with $n\ne0$ is then multiplied by $c=e^{-E_c/kT}$. The sums of the first half become
\begin{equation}
\langle n^2\rangle_c=\frac{2cz(1+z)/(1-z)^3}{1+2cz/(1-z)}
=\frac{2z}{(1-z)^2}\,\frac{c(1+z)}{1-z+2cz}.
\end{equation}
The derivation of $\tilde\beta=kT/(a\langle n^2\rangle)$ holds for independent columns with any symmetric jump weights that allow every integer jump and fall off exponentially with its size, as these do. Hence
\begin{equation}
\frac{\tilde\beta_c(0)}{\tilde\beta(0)}=\frac{1-z+2cz}{c(1+z)} ,
\end{equation}
which is 1 for $c=1$ and exceeds 1 for $c<1$. For a rough $E_c=0.08$ eV, $c=0.357$ and the ratio is $0.972/0.392=2.48$. The $S_A$ stiffness rises to 1.04 eV/nm. For the $S_B$ step it rises from 0.022 to 0.034 eV/nm. At 900 K this is the largest of the corrections to the model sized here, although for the $S_B$ step the change of kink energy from 0.05 to 0.08 eV considered above has a larger effect, a factor of 2.7 against 1.6.

\subsection{Overhangs, islands and vacancies}

To size what the solid-on-solid condition leaves out, consider the full lattice gas, in which every cell is either filled or empty. Each boundary edge along the step costs $e_0$, and each edge across it costs $e$. Adding one column multiplies the weight of a wall with wave number $q$ by $e^{-\gamma(q)}$, where
\begin{equation}
\cosh\gamma(q)=\cosh A\cosh B-\sinh A\sinh B\cos q,
\label{eq:band}
\end{equation}
with $A=e_0/kT$, $B=-\ln\tanh(u/2)$ and $A>B$. This law is not derived here. It was compared with the numerically diagonalized transfer matrix of a ring of eight cells, for the $S_A$ and the $S_B$ energies. The differences $\gamma(q)-\gamma(0)$, which are all that the stiffness needs, agree to within $3\times10^{-15}$.

In the solid-on-solid model the corresponding factor is $e^{-A}G(iq)$. A real field $\eta$ thus corresponds to $q=-i\eta$, and $d^2\ln G/d\eta^2$ at $\eta=0$ is replaced by $\gamma''(0)$. The stiffness becomes $kT/[a\gamma''(0)]$. At $q=0$ the right-hand side of (\ref{eq:band}) is $\cosh(A-B)$, so $\gamma(0)=A-B$. Differentiating (\ref{eq:band}) twice and setting $q=0$, where $\gamma'=0$, gives
\begin{equation}
\gamma''(0)=\frac{\sinh A\sinh B}{\sinh(A-B)}
=e^{B}\sinh B\;\frac{1-e^{-2A}}{1-e^{-2(A-B)}} .
\end{equation}
The first factor is the old mean square jump, because
\begin{equation}
e^{B}\sinh B=\frac{e^{2B}-1}{2}=\frac{\coth^2(u/2)-1}{2}=\frac{1}{2\sinh^2(u/2)} .
\end{equation}
The ratio of the stiffnesses is therefore
\begin{equation}
\frac{\tilde\beta_{\rm gas}(0)}{\tilde\beta(0)}=\frac{1-e^{-2(A-B)}}{1-e^{-2A}}<1 .
\end{equation}
It tends to 1 when edges along the step are costly, $A\to\infty$, since an overhang needs additional edges of that kind. For the $S_A$ step, $A=0.645$ and $B=0.197$, and the ratio is 0.82. The stiffness falls to 0.34 eV/nm. For the $S_B$ step it falls by about 9\%, to 0.020 eV/nm. The correction grows quickly with temperature. For the $S_A$ energies the ratio is 0.95 at 700 K and 0.56 at 1100 K, where the stiffness is 0.17 eV/nm instead of 0.30 eV/nm. It goes to zero at $A=B$, near 1350 K for these inputs, where the step free energy vanishes and the solid-on-solid formula no longer describes the lattice gas.

The corner correction and this one were computed separately. Their factors should not be multiplied, because corner energies would also change the number of overhangs.

\subsection{Steps that are not quite close-packed}

The boxed formula of the first half holds at $\theta=0$. For other angles the sum $G$ is needed in closed form. Adding the two geometric series with ratios $ze^{\eta}$ and $ze^{-\eta}$ gives
\begin{equation}
G(\eta)=\frac{1-z^2}{1-2z\cosh\eta+z^2}=\frac{\sinh u}{C-\cosh\eta},\qquad C=\cosh u ,
\end{equation}
where numerator and denominator were divided by $2z$. Its logarithmic derivatives are
\begin{equation}
p=\frac{\sinh\eta}{C-\cosh\eta},\qquad
V=\frac{C\cosh\eta-1}{(C-\cosh\eta)^2}.
\end{equation}
An azimuthal misorientation of $5^\circ$ means $p=0.0875$. For the $S_A$ step this requires $\eta=0.350$ and gives $V=0.268$. From (\ref{eq:recall}) the stiffness is then 0.38 eV/nm, 9\% below the close-packed value.

For small tilts, $\eta\simeq(C-1)p$. Expanding $V$ and the geometric factor to order $p^2$ gives
\begin{equation}
\tilde\beta(\theta)\simeq\tilde\beta(0)\left[1-\frac{C^2+C-5}{2}\,p^2\right].
\end{equation}
Within the solid-on-solid model, that is, with overhangs neglected, the stiffness has a local maximum at the close-packed direction when $C>1.79$, that is, when $e>1.19\,kT$. The kinks forced in by the tilt then soften the step. For smaller $e/kT$, as for the $S_B$ step here, the geometric factor wins and the stiffness rises slightly with tilt.

\subsection{Neighbouring steps}

A miscut of $0.5^\circ$ and a layer height of 0.136 nm give terraces $\ell=0.136/\tan0.5^\circ=15.6$ nm wide. By (\ref{eq:wander}), the $S_A$ step alone would need a length $\ell^2\tilde\beta/kT\simeq1300$ nm to wander that far. Its $S_B$ neighbours are much softer. For two independent steps the variances add, and the relative wander reaches $\ell$ after
\begin{equation}
y=\frac{\ell^2}{kT}\left(\frac{1}{\tilde\beta_A}+\frac{1}{\tilde\beta_B}\right)^{-1}
\simeq65\ \text{nm}.
\end{equation}
This length depends strongly on the rough $S_B$ energies. With the corner energy of 0.08 eV included for both steps it is about 100 nm. At this miscut the wander of 4.3 nm over 100 nm is thus an estimate for an isolated step only, since contact with a neighbour is a substantial possibility over such a length. In the model (\ref{eq:wander}) holds for any number of columns, so the stiffness still describes the free wander of shorter pieces, but contact between steps limits how much of the wandering can develop.

\subsection{The model beside real silicon}

Of the simplifications sized here, leaving out the corner energy matters most. With the rough value used here, including it raises the $S_A$ stiffness by a factor of 2.5. The kink energy itself is uncertain enough to move the result by about half. The value 0.42 eV/nm is therefore the answer of the model for stated inputs, and for the real step it indicates an order of magnitude.

Three further effects were not sized. Surface stress produces long-range elastic interactions between steps. Hydrogen left by the source gas can change the edge and kink energies. Growth also drives the step out of equilibrium, and the formula is more likely to hold during step flow if kinks form and disappear along the edge much faster than the step advances by one cell. Whether this is enough was not examined. Most of the computed values are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
temperature                          900 K
lattice constant a                   0.77 nm
kink energy e (S_A step)             0.18 eV
kT                                   0.07756 eV
e/kT                                 2.3209
z = exp(-e/kT)                       0.09818
sinh^2(e/2kT)                        2.0708
mean square jump <n^2>               0.2415
2kT/a                                0.2014 eV/nm
stiffness                            0.4171 eV/nm
stiffness, converted                 66.8 pJ/m
kink part of step free energy        -0.0198 eV/nm
rms wander over 100 nm               4.31 nm
rms midpoint, ends pinned 100 nm     2.16 nm
low-T limit (kT/2a)exp(e/kT)         0.5129 eV/nm
high-T limit e^2/(2akT)              0.2713 eV/nm
stiffness at 700 K                   0.6979 eV/nm
stiffness at 1100 K                  0.2972 eV/nm
test: angular/formula, e/kT=1        0.999993
test: angular/formula, example       0.999965
test: midpoint variance/formula      0.999998
test: largest wall-band error        2.7e-15 (units of kT)
corner energy                        0.08 eV
stiffness with corner energy         1.0356 eV/nm
  ratio to formula                   2.482
edge energy along S_A per cell       0.05 eV
stiffness in full lattice gas        0.3406 eV/nm
  ratio to formula                   0.816
azimuthal misorientation             5.0 degrees
stiffness at that azimuth            0.3803 eV/nm
  ratio to formula                   0.912
stiffness for e = 0.15 eV            0.2549 eV/nm
stiffness for e = 0.21 eV            0.6578 eV/nm
S_B kink energy                      0.05 eV
S_B stiffness, formula               0.0217 eV/nm
S_B stiffness with corner energy     0.0339 eV/nm
S_B stiffness in full lattice gas    0.0197 eV/nm
S_A/S_B stiffness ratio, formula     19.3
miscut                               0.5 degrees
layer height                         0.136 nm
terrace width                        15.6 nm
length to wander one terrace width   1306 nm
\end{verbatim}
